# Keldysh screening length of a monolayer with a step-like absorption edge

## Problem

A flat, undoped monolayer lies in vacuum. The real part of its sheet conductivity is

$$
\sigma_1(\omega)=\begin{cases}0, & \hbar\omega<E_g\\[2pt] \sigma_0=\dfrac{e^2}{4\hbar}, & \hbar\omega>E_g\end{cases}
\qquad E_g=2\ \text{eV}.
$$

The plateau $\sigma_0=60.85\ \mu\text{S}$ is the universal conductivity of ideal graphene. The sheet absorbs no light below its gap, yet a static charge still polarizes it. For in-plane wavenumber $q$ this screening has the form $\varepsilon(q)=1+r_0q$, where $r_0$ is the Keldysh length. Find $r_0$, describe how it alters the repulsion between two electrons in the sheet, and determine when the result fails.

SI units and the time factor $e^{-i\omega t}$ are used. The sheet's dipole moment per area is $P=\varepsilon_0\chi E$, with $E$ the total in-plane field. Since $P$ is a charge per length, $\chi$ is a length. The response is taken as linear and local, and the thickness as negligible.

## First estimate by scaling

The polarization current is $j=\partial P/\partial t=-i\omega\varepsilon_0\chi E$. Comparison with $j=\sigma E$ gives

$$
\chi(\omega)=\frac{i\sigma(\omega)}{\varepsilon_0\omega}. \tag{1}
$$

The model has one conductivity, $\sigma_0$, and one frequency, $E_g/\hbar$. Up to a pure number, the screening length must therefore be

$$
r_0\sim\frac{\sigma_0\hbar}{\varepsilon_0E_g}=\frac{e^2}{4\varepsilon_0E_g}=\pi\,\frac{C}{E_g},
\qquad C\equiv\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.
$$

This gives $\pi(1.440)/2=2.26$ nm. Scaling fixes the dependence on the gap but not the numerical factor.

## Exact solution of the model

### Where the plateau comes from

Consider the two-band Hamiltonian $H=\hbar v(k_x\tau_x+k_y\tau_y)+\Delta\tau_z$, with Pauli matrices $\tau_i$, velocity $v$ and energies $\pm\epsilon$, where $\epsilon=\sqrt{(\hbar vk)^2+\Delta^2}$. Its gap is $E_g=2\Delta$, and spin and valley give four copies.

A field $E_0\cos\omega t$ along $x$ has vector potential $-(E_0/\omega)\sin\omega t$. It enters through $\hbar k_x\to\hbar k_x+eA$, so the perturbation has amplitude $evE_0\tau_x/\omega$. Half of this amplitude drives absorption. The golden rule gives the power absorbed per area:

$$
\tfrac12\sigma_1E_0^2=\hbar\omega\,\frac{2\pi}{\hbar}\left(\frac{evE_0}{2\omega}\right)^2 M\,J ,
$$

where $M$ is the angular average of $|\langle c|\tau_x|v\rangle|^2$ between valence and conduction states, and $J$ is the joint density of states. From $k\,dk=\epsilon\,d\epsilon/(\hbar v)^2$,

$$
J=\frac{4}{2\pi}\int\frac{\epsilon\,d\epsilon}{(\hbar v)^2}\,\delta(2\epsilon-\hbar\omega)
=\frac{4}{2\pi}\,\frac{\hbar\omega/2}{2(\hbar v)^2}=\frac{\omega}{2\pi\hbar v^2}.
$$

Because $\tau_x^2=1$ and the two states are complete, $|\langle c|\tau_x|v\rangle|^2=1-\langle v|\tau_x|v\rangle^2=1-(\hbar vk_x/\epsilon)^2$. Averaging over angle and setting $\epsilon=\hbar\omega/2$,

$$
M=1-\frac{\epsilon^2-\Delta^2}{2\epsilon^2}=\frac12\left[1+\left(\frac{E_g}{\hbar\omega}\right)^2\right].
$$

Inserting both factors, the velocity cancels:

$$
\sigma_1=\frac{e^2}{4\hbar}\left[1+\left(\frac{E_g}{\hbar\omega}\right)^2\right],\qquad \hbar\omega>E_g. \tag{2}
$$

Without a gap this is $\sigma_0$ at every frequency. With a gap the bracket equals 2 at the edge. The posed step drops the second term, so it is a simpler model than a gapped Dirac sheet.

### From absorption to static polarizability

A polarization cannot precede its field, so $\chi(\omega)$ is analytic in the upper half of the complex frequency plane. There is no pole at $\omega=0$, because an undoped gapped sheet carries no static current. At high frequency $\sigma\to\sigma_0$, so by (1) $\chi$ falls as $1/\omega$.

Integrate $\chi(\omega')/\omega'$ along the real axis, pass above $\omega'=0$ on a small semicircle, and close the contour with a large arc. The arc vanishes, since its integrand falls as $1/\omega'^2$ while its length grows as $\omega'$. The small semicircle, traversed clockwise, gives $-i\pi\chi(0)$. The logarithmic singularities of $\chi$ at the band edges are integrable. Hence

$$
\mathcal P\!\int_{-\infty}^{\infty}\frac{\chi(\omega')}{\omega'}\,d\omega'=i\pi\chi(0).
$$

A real field produces a real polarization, so $\operatorname{Im}\chi$ is odd and $\chi(0)$ is real. The imaginary part of the last equation, with $\operatorname{Im}\chi=\sigma_1/(\varepsilon_0\omega)$ from (1), is

$$
\chi(0)=\frac{2}{\pi}\int_0^\infty\frac{\operatorname{Im}\chi}{\omega}\,d\omega
=\frac{2}{\pi\varepsilon_0}\int_0^\infty\frac{\sigma_1(\omega)}{\omega^2}\,d\omega. \tag{3}
$$

For the step,

$$
\chi(0)=\frac{2\sigma_0}{\pi\varepsilon_0}\int_{E_g/\hbar}^{\infty}\frac{d\omega}{\omega^2}
=\frac{2\sigma_0\hbar}{\pi\varepsilon_0E_g}=\frac{e^2}{2\pi\varepsilon_0E_g}=\frac{2C}{E_g}=1.440\ \text{nm}.
$$

Static screening is thus the low-frequency trace of transitions that absorb above the gap.

Placing the pole at $\omega$ instead of zero, and combining positive and negative frequencies, replaces $1/\omega'^2$ by $1/(\omega'^2-\omega^2)$ in (3). For photon energy $E<E_g$ the integral gives

$$
\frac{\chi(E)}{\chi(0)}=\frac{E_g}{2E}\ln\frac{E_g+E}{E_g-E}.
$$

At 1 eV this is $\ln3=1.0986$. Halfway to the edge the response therefore exceeds the static value by 10%, and the ratio diverges logarithmically at the edge itself.

### From polarizability to screening length

Let an external sheet charge have density $\rho e^{iqx}$. Outside the plane Laplace's equation requires the potential to decay as $e^{-q|z|}$. The normal field jumps by $2q\phi$ across the sheet, and Gauss's law sets this equal to the total charge density divided by $\varepsilon_0$.

The in-plane field is $-iq\phi$, so $P=-iq\varepsilon_0\chi\phi$. The induced charge is $-\partial P/\partial x=-iqP=-\varepsilon_0\chi q^2\phi$. Therefore

$$
2q\phi=\frac{\rho-\varepsilon_0\chi q^2\phi}{\varepsilon_0}
\quad\Longrightarrow\quad
\phi=\frac{\rho}{2\varepsilon_0q}\,\frac{1}{1+\chi q/2}.
$$

The first factor is the unscreened potential. Thus $\varepsilon(q)=1+r_0q$ with

$$
r_0=\frac{\chi(0)}{2}=\frac{e^2}{4\pi\varepsilon_0E_g}=\frac{1.440\ \text{eV nm}}{2\ \text{eV}}=0.720\ \text{nm}=7.20\ \text{Å}. \tag{4}
$$

In this model $r_0$ is the distance at which the bare repulsion of two electrons equals the gap.

### The interaction in real space

The repulsion is the two-dimensional Fourier transform of $e^2/[2\varepsilon_0q(1+r_0q)]$. The angular integral yields the Bessel function $J_0$:

$$
V(r)=C\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq .
$$

Write $1/(1+r_0q)=\int_0^\infty e^{-s(1+r_0q)}\,ds$. The remaining $q$ integral has the form $\int_0^\infty J_0(qr)e^{-qh}\,dq$ with $h=sr_0$. It is the potential, in units of the bare Coulomb constant, at height $h$ above a point charge, because each Fourier component decays as $e^{-qh}$. It therefore equals $1/\sqrt{r^2+h^2}$, and

$$
V(r)=C\int_0^\infty\frac{e^{-s}}{\sqrt{r^2+s^2r_0^2}}\,ds. \tag{5}
$$

The polarized sheet acts as if the source charge were spread over heights of order $r_0$. Two limits follow.

- For $r\gg r_0$, expanding the root and using $\int_0^\infty s^2e^{-s}ds=2$ gives $V\simeq(C/r)(1-r_0^2/r^2)$. Distant charges interact as in vacuum, since most of their field lines run outside the sheet.
- For $r\ll r_0$, integrate by parts with $\int ds/\sqrt{s^2+a^2}=\operatorname{arsinh}(s/a)$ and $a=r/r_0$. The boundary terms vanish, and $\operatorname{arsinh}(s/a)\simeq\ln(2s/a)$. With $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$, where $\gamma$ is Euler's constant, $V\simeq(C/r_0)[\ln(2r_0/r)-\gamma]$. For a sheet of zero thickness the $1/r$ divergence is thus softened to a logarithm. In a slab of finite thickness $d$ it returns once $r\ll d$, divided by the geometric mean of the slab's in-plane and out-of-plane permittivities: for the slab treated below, $V\to C/(1.79\,r)$.

At $r=r_0$, equation (5) gives 1.51 eV against 2.00 eV for the bare interaction, a ratio of 0.755. At 3 nm it gives 0.460 eV against 0.480 eV, a ratio of 0.958. No single dielectric constant describes both distances.

## Comparison of estimate and solution

The estimate was 2.26 nm and the solution is 0.720 nm, smaller by a factor $\pi$. This factor has two sources. The Kramers-Kronig integral multiplies $\sigma_0\hbar/(\varepsilon_0E_g)$ by $2/\pi$. The electrostatics contributes $1/2$, because the field of a sheet charge spreads to both sides. Their product is $1/\pi$. The scaling $r_0\propto1/E_g$ survives unchanged.

## How the spectrum moves the answer

Each change below is made separately to the step model, with percentages relative to 0.720 nm.

**Finite absorption range.** The f-sum rule ties $\int\sigma_1\,d\omega$ to the finite electron density, so an endless plateau is impossible. The static integral converges nevertheless. Ending the plateau at energy $W$ multiplies $r_0$ by $1-E_g/W$. For $W=10$ eV the length is 0.576 nm, a reduction of 20%.

**Gapped Dirac absorption.** With (2) in (3), the integral over energy $x$ becomes

$$
\int_{E_g}^\infty\left(\frac1{x^2}+\frac{E_g^2}{x^4}\right)dx=\frac1{E_g}+\frac1{3E_g}=\frac{4}{3E_g}.
$$

The length rises by one third to 0.960 nm. A direct sum for the static density response of the same 2 eV Dirac model, made without Kramers-Kronig relations at $q=0.05\ \text{nm}^{-1}$ with $\hbar v=1$ eV nm, gave 0.9597 nm; the shortfall in the last digit is a finite-$q$ effect. The same sum sizes the error of the local assumption: at $q=1/(0.96\ \text{nm})$ the length $[\varepsilon(q)-1]/q$ falls to 0.947 nm for $\hbar v=0.35$ eV nm and to 0.871 nm for $\hbar v=1$ eV nm.

**An exciton.** Suppose the first 0.5 eV of the plateau collapses into a narrow line 0.5 eV below the edge, at fixed integrated absorption. Then

$$
r_0=C\left[\frac{0.5}{1.5^2}+\frac1{2.5}\right]\text{eV}^{-1}=0.896\ \text{nm},
$$

about 24% more. Weight moved to lower energy counts more because of the factor $1/\omega^2$.

## When the sheet is not thin, isolated or empty

**Thickness.** Spread the same $\chi$ over a slab of thickness $d=0.65$ nm, with in-plane permittivity $1+\chi/d=3.215$ and out-of-plane permittivity 1. Inside, $\phi''=m^2q^2\phi$ with $m=\sqrt{3.215}=1.793$. Let $u$ be the depth below a surface. Matching to the outer decay $e^{-q|z|}$ gives $\phi\propto\cosh(mqu)+m^{-1}\sinh(mqu)$. For a charge sheet at the centre, $u=d/2$, the screening function is $\phi'/(q\phi)$, where the prime means $d/du$:

$$
\varepsilon(q)=\frac{m(1+mt)}{m+t},\qquad t=\tanh(mqd/2).
$$

As $d\to0$ at fixed $\chi$, $mt\to m^2qd/2\to\chi q/2$ and $t/m\to0$, which restores $1+r_0q$. At $q=0.2\ \text{nm}^{-1}$ the slab gives 1.135 and the thin sheet 1.144. At $q=1/r_0=1.389\ \text{nm}^{-1}$ they give 1.60 and 2.00. For this slab the linear law is already poor at its own crossover, because $d$ is comparable with $r_0$; thinning it to 0.2 nm at fixed $\chi$ raises 1.60 to 1.84. The size and sign of the error also depend on the out-of-plane permittivity, set to 1 here: with 3 or 6 the slab gives 2.06 or 2.24 at the same $q$. For $r_0=4$ nm and the same thickness, the value at $q=1/r_0$ stays between 1.90 and 2.05 over that range.

**Substrate.** With permittivities $\varepsilon_1$ and $\varepsilon_2$ on the two sides, the jump $2q\phi$ becomes $(\varepsilon_1+\varepsilon_2)q\phi$. The function dividing the bare vacuum potential is then $(\varepsilon_1+\varepsilon_2)/2+r_0q$. For vacuum above and an oxide of permittivity roughly 3.9 below, the constant is 2.45. The sheet's $r_0$ is unchanged, but in the thin-sheet formula its term overtakes the constant only when $1/q$ is below about $0.720/2.45=0.29$ nm. That is less than the 0.65 nm thickness used above, so for such a sheet the linear law has already failed there: the slab placed on this oxide gives 1.80 instead of 4.9, or 3.86 with out-of-plane permittivity 6. A sheet with $r_0=4$ nm has its crossover at 1.6 nm, beyond the thickness, and there the slab gives 4.61 with out-of-plane permittivity 6 and 3.25 with 1.

**Free carriers.** A slowly varying potential $\phi$ raises the local electron chemical potential, measured from the band edge, by $e\phi$. The added charge is $-e^2(dn/d\mu)\phi$, with $n$ the carrier density. In the charge balance this adds $q_s/q$ to $\varepsilon(q)$, where

$$
q_s=\frac{e^2}{2\varepsilon_0}\frac{dn}{d\mu}.
$$

A parabolic band has constant density of states $D=g m^*/(2\pi\hbar^2)$, with $g=4$ for spin and two valleys. Integrating the Fermi function gives $n=Dk_BT\ln(1+e^{\mu/k_BT})$, so $dn/d\mu=D(1-e^{-n/Dk_BT})$. For $m^*$ roughly half the electron mass, 300 K and $n=10^{12}\ \text{cm}^{-2}$, $q_s=3.34\ \text{nm}^{-1}$.

At $q=0.2\ \text{nm}^{-1}$ the carrier term is $3.34/0.2=16.7$, while $r_0q=0.144$. The two are equal at about $8\times10^9\ \text{cm}^{-2}$. The local estimate needs $q$ well below the thermal wavenumber $\sqrt{2m^*k_BT}/\hbar=0.58\ \text{nm}^{-1}$; here it is about a third of it. The estimate also treats the carriers as a smooth charge responding to the average potential, which requires their mutual repulsion to be weak compared with $k_BT$. At $10^{12}\ \text{cm}^{-2}$ the bare repulsion at the mean carrier radius $1/\sqrt{\pi n}=5.6$ nm is about 0.26 eV, ten times $k_BT$. The value 16.7 therefore shows that the carriers respond strongly, but it is not a reliable dielectric function. At $8\times10^9\ \text{cm}^{-2}$ the same ratio is about 0.9, so the density of equality is a rough estimate. With these limits in mind, $r_0$ describes the sheet's own contribution to screening in a depleted channel, while in a conducting one carriers dominate at long wavelengths.

## Beside a real channel material

Monolayer MoS$_2$ begins to absorb at roughly 2 eV and has a thickness of roughly 0.65 nm, so those parameters are in a realistic range. That onset is the lowest exciton line; the band edge of the free layer lies higher. The model's 0.72 nm is not: the screening length of this material is roughly 4 nm. Equation (3) says what the difference requires. If all absorption lay above 2 eV, the conductivity averaged there with weight $1/\omega^2$ would have to be $4/0.720\approx5.6$ times $\sigma_0$. None of the spectral changes examined above comes close to this factor. Among those spectral assumptions, the one that fails most strongly for the undoped layer is therefore the height of the plateau; the causality argument is unaffected. Equation (4) should not be used to size screening in an MoS$_2$ device; equation (3), supplied with the material's own absorption spectrum, is the better starting point.

## Computed values

```
Input gap: 2.00 eV
e^2/(4 pi eps0): 1.43996 eV nm
Universal sheet conductivity: 60.853 microsiemens
Massless Dirac Kubo sigma/sigma0: 1.000000
Static sheet susceptibility chi(0): 1.4400 nm
Keldysh length r0: 0.7200 nm = 7.200 angstrom
chi(1 eV)/chi(0): 1.0986
Crossover wavenumber 1/r0: 1.3889 nm^-1
Interaction at 0.720 nm: 1.5092 eV
  bare Coulomb: 2.0000 eV
  screened/bare: 0.7546
Interaction at 3.000 nm: 0.4596 eV
  bare Coulomb: 0.4800 eV
  screened/bare: 0.9576
Chosen spectral cutoff: 10.0 eV
r0 with cutoff: 0.5760 nm
  change: -20.0 percent
Gapped Dirac length, Kramers-Kronig: 0.9600 nm
Gapped Dirac length, static sum: 0.9597 nm
  change from step model: 33.3 percent
Rough exciton binding: 0.5 eV
r0 with transferred exciton weight: 0.8960 nm
  change: 24.5 percent
Rough monolayer thickness: 0.65 nm
Slab in-plane permittivity: 3.215
Thin-sheet eps at q=0.200 nm^-1: 1.1440
  finite-slab eps: 1.1346
Thin-sheet eps at q=1.389 nm^-1: 2.0000
  finite-slab eps: 1.6021
Rough oxide permittivity: 3.9
Mean surrounding permittivity: 2.45
Crossover length on oxide: 0.2939 nm
Rough carrier mass: 0.5 electron masses
Temperature: 300 K
Thermal energy: 0.02585 eV
Carrier density: 1.0e+12 cm^-2
Carrier screening wavenumber: 3.343 nm^-1
Thermal wavenumber: 0.582 nm^-1
Carrier term in eps at q=0.2 nm^-1: 16.71
Bound-electron term r0*q there: 0.1440
Density making those terms equal: 8.23e+09 cm^-2
Rough MoS2 screening length: 4 nm
Mean sigma/sigma0 it would require: 5.6
```
